# Exchange-Correlation Torque: Zero in Total, and Pointwise Zero in LSDA, part 2

Does the exchange-correlation field exert a torque on the electrons' spins, in total or at each point? A potential $v$ and a field $\mathbf b=\mu_B\mathbf B$, which has the unit of energy, act through $\int(v\,n+\mathbf b\cdot\mathbf m)\,d\mathbf r$. The field acts on spin alone, with torque density $\mathbf b\times\mathbf m$. Here $\hat\psi$ is the two-component electron field operator, $\boldsymbol\sigma$ the vector of Pauli matrices, and $\hat{\mathbf m}=\mathbf m/|\mathbf m|$.

The functional $F[n,\mathbf m]$ is the minimum of kinetic energy plus Coulomb repulsion over all antisymmetric states with the given densities. $T_s[n,\mathbf m]$ is the minimum kinetic energy over single determinants with the same densities, and $E_H[n]$ is the Hartree energy. Then

$$
E_{xc}[n,\mathbf m]=F[n,\mathbf m]-T_s[n,\mathbf m]-E_H[n],\qquad
\mathbf b_{xc}(\mathbf r)=\frac{\delta E_{xc}}{\delta\mathbf m(\mathbf r)} .
\tag{2}
$$

Turning all spins by the same rotation $R$ gives

$$
E_{xc}[n,R\mathbf m]=E_{xc}[n,\mathbf m].
\tag{3}
$$

For a small rotation $\delta\mathbf m=\boldsymbol\theta\times\mathbf m$, cyclic exchange in the scalar triple product then leads to

$$
\boxed{\;\int\boldsymbol\tau_{xc}(\mathbf r)\,d\mathbf r=0,\qquad
\boldsymbol\tau_{xc}=\mathbf b_{xc}\times\mathbf m .\;}
\tag{4}
$$

If fields $\mathbf b$ and $\mathbf b_s$ give interacting and noninteracting electrons the same $n$ and $\mathbf m$, the exact field is

$$
\mathbf b_{xc}=\frac{\delta F}{\delta\mathbf m}-\frac{\delta T_s}{\delta\mathbf m}=\mathbf b_s-\mathbf b .
\tag{5}
$$

The example is a triangle with one orbital per site and three electrons. With $c_i$ the two-component annihilation operator on site $i$,

$$
\hat H=-t\sum_{i\ne j}c_i^\dagger c_j+U\sum_i\hat n_{i\uparrow}\hat n_{i\downarrow}
+\sum_i\left(v_i\hat n_i+\mathbf b_i\cdot c_i^\dagger\boldsymbol\sigma c_i\right).
\tag{6}
$$

Here $t=0.5$ eV and $U=2$ eV. On sites 1, 2 and 3 the potentials are $0$, $0.2$ and $-0.1$ eV; the fields have sizes $0.50$, $0.30$ and $0.45$ eV, polar angles $70^\circ$, $50^\circ$ and $100^\circ$, and azimuths $0^\circ$, $110^\circ$ and $235^\circ$. The spin on site 3 is $\mathbf m_3=(0.4836, 0.7075, 0.2379)$.

## Local rotations and the pointwise torque

The electrons have density $n$ and spin density $\mathbf m=\langle\hat\psi^\dagger\boldsymbol\sigma\hat\psi\rangle$. The exchange-correlation field is $\mathbf b_{xc}=\delta E_{xc}/\delta\mathbf m$, an energy, and its torque density is $\boldsymbol\tau_{xc}=\mathbf b_{xc}\times\mathbf m$. Because $E_{xc}$ is unchanged when all spins are turned together, $\int\boldsymbol\tau_{xc}\,d\mathbf r=0$. In a triangle of three sites with three electrons, hopping $t=0.5$ eV, on-site repulsion $U=2$ eV and noncollinear site fields, the exact torques on the sites have sizes $1.49$, $1.70$ and $2.27$ meV, and their vector sum is zero.

To learn when the torque vanishes at each point, let the rotation vary in space. Under $\delta\mathbf m(\mathbf r)=\boldsymbol\theta(\mathbf r)\times\mathbf m(\mathbf r)$ at fixed $n$, the same cyclic exchange as before gives

$$
\delta E_{xc}=\int\mathbf b_{xc}\cdot(\boldsymbol\theta\times\mathbf m)\,d\mathbf r
=-\int\boldsymbol\theta(\mathbf r)\cdot\boldsymbol\tau_{xc}(\mathbf r)\,d\mathbf r .
\tag{8}
$$

The vector $\boldsymbol\theta(\mathbf r)$ must now stay under the integral. If $E_{xc}$ is invariant under all such local rotations, the right side vanishes for every smooth $\boldsymbol\theta(\mathbf r)$. One may choose $\boldsymbol\theta$ to differ from zero only near a given point, so $\boldsymbol\tau_{xc}=0$ there, and hence everywhere.

The converse also holds. Let $\boldsymbol\Theta(\mathbf r)$ be a smooth vector field, and let $\mathbf m_\lambda(\mathbf r)$ be $\mathbf m(\mathbf r)$ turned about $\boldsymbol\Theta(\mathbf r)$ by the angle $\lambda|\boldsymbol\Theta(\mathbf r)|$, with $\lambda$ running from 0 to 1. Then $d\mathbf m_\lambda/d\lambda=\boldsymbol\Theta\times\mathbf m_\lambda$, and by (8)

$$
\frac{d}{d\lambda}E_{xc}[n,\mathbf m_\lambda]=-\int\boldsymbol\Theta\cdot\boldsymbol\tau_{xc}[n,\mathbf m_\lambda]\,d\mathbf r .
$$

If the torque vanishes pointwise for all densities on the path, the energy at $\lambda=1$ equals that at $\lambda=0$. For a functional differentiable along these paths, zero torque at every point for all densities is therefore equivalent to invariance under all local rotations of this form.

The exact functional lacks a proof of this larger invariance, and the reason is kinetic. A local rotation multiplies each electron's wavefunction by a matrix $u(\mathbf r)$. This commutes with the Coulomb repulsion, which depends on positions alone. It does not commute with the kinetic energy, since $\nabla(u\varphi)=u\nabla\varphi+(\nabla u)\varphi$. Both $F$ and $T_s$ can thus change when spins at different points are turned against each other, and nothing forces the two changes to be equal.

In the triangle they are unequal. Let the spin of site 3 be turned about the direction of its own torque, while the other two spins and all three densities are kept. By (8) the energy $F-T_s$ should change at the rate $-|\boldsymbol\tau_{xc,3}|$ per radian; the Hartree part stays fixed with the densities. To find the rate directly, one searches for the external fields that give the interacting ground state the turned spin, and for the fields that do the same without interaction. The energies for small turns either way give a slope of $-2.265$ meV per radian, which is minus the size of the torque.

There is a limit in which the exact local torque vanishes. For one electron there is no repulsion, so $F=T_s$ and $E_{xc}=-E_H[n]$. This does not change under a local rotation, which leaves $n$ alone and leads to another one-electron density. Without repulsion, $F$ and $T_s$ also agree for several electrons whose densities belong to a nondegenerate noninteracting ground state. A nonzero local torque thus needs interaction between electrons. It also needs spins that are not all collinear. By (3), $\mathbf b_{xc}$ turns with the spins under a global rotation. If all spins lie along one axis, a rotation about that axis leaves $\mathbf m$ and hence $\mathbf b_{xc}$ unchanged, so $\mathbf b_{xc}$ lies along the same axis and exerts no torque.

The local spin-density approximation has the larger invariance by construction. At each point the densities form the matrix

$$
\rho(\mathbf r)=\tfrac12\left[n(\mathbf r)+\mathbf m(\mathbf r)\cdot\boldsymbol\sigma\right].
$$

Its trace is $n$, and the trace of $\rho\,\boldsymbol\sigma$ is $\mathbf m$, because $\mathrm{Tr}\,\sigma_a\sigma_b=2\delta_{ab}$. Since $(\mathbf m\cdot\boldsymbol\sigma)^2=|\mathbf m|^2$ and $\mathbf m\cdot\boldsymbol\sigma$ has zero trace, its eigenvalues are $\pm|\mathbf m|$. Those of $\rho$ are

$$
n_\uparrow=\tfrac12(n+|\mathbf m|),\qquad n_\downarrow=\tfrac12(n-|\mathbf m|).
$$

The approximation assigns to each point the exchange-correlation energy density $e(n_\uparrow,n_\downarrow)$ of a uniform electron gas polarized along a single axis:

$$
E_{xc}^{\rm LSDA}=\int e\big(n_\uparrow(\mathbf r),n_\downarrow(\mathbf r)\big)\,d\mathbf r .
$$

A local spin rotation replaces $\rho(\mathbf r)$ by $u(\mathbf r)\rho(\mathbf r)u^\dagger(\mathbf r)$, which has the same eigenvalues. The energy density at each point is unchanged, whatever is done at neighbouring points. No term compares the spin direction at one point with that at another, so turning one spin against its neighbours costs no exchange-correlation energy.

The field shows the same thing explicitly. Let $v_\uparrow=\partial e/\partial n_\uparrow$ and $v_\downarrow=\partial e/\partial n_\downarrow$. At fixed $n$ the chain rule gives

$$
\mathbf b_{xc}^{\rm LSDA}
=v_\uparrow\frac{\partial n_\uparrow}{\partial\mathbf m}+v_\downarrow\frac{\partial n_\downarrow}{\partial\mathbf m}
=\tfrac12v_\uparrow\hat{\mathbf m}-\tfrac12v_\downarrow\hat{\mathbf m}
=\tfrac12(v_\uparrow-v_\downarrow)\,\hat{\mathbf m},
\tag{9}
$$

and therefore

$$
\boxed{\;\boldsymbol\tau_{xc}^{\rm LSDA}(\mathbf r)=\tfrac12(v_\uparrow-v_\downarrow)\,\hat{\mathbf m}\times\mathbf m=0\quad\text{at every }\mathbf r .\;}
$$

Where $\mathbf m=0$ the direction $\hat{\mathbf m}$ is undefined, but the torque still vanishes, because its size cannot exceed $|\mathbf b_{xc}||\mathbf m|$ and the field stays finite. As an example of the field's size, let $n=200\ \text{nm}^{-3}$ and $|\mathbf m|=80\ \text{nm}^{-3}$, so that $n_\uparrow=140$ and $n_\downarrow=60\ \text{nm}^{-3}$. With Dirac exchange and the Perdew-Wang correlation energy, (9) gives $-0.79$ eV along $\hat{\mathbf m}$. The minus sign means that the field favours the spin direction already present.

For a functional invariant under global spin rotations, locality is sufficient for a zero pointwise torque but not necessary. Two gradient terms on a ring with coordinate $x$ show where the line runs. Let $A(x)$ be a given function, independent of $\mathbf m$, and let a prime denote $d/dx$. First take

$$
E_1=\tfrac12\int A\,|\mathbf m'|^2\,dx .
$$

Its variation is $\int A\,\mathbf m'\cdot\delta\mathbf m'\,dx=-\int(A\mathbf m')'\cdot\delta\mathbf m\,dx$, with no boundary term on a ring. The field is $\mathbf b=-(A\mathbf m')'$, and the torque density is

$$
\mathbf b\times\mathbf m=\mathbf m\times(A\mathbf m')'
=(A\,\mathbf m\times\mathbf m')'-A\,\mathbf m'\times\mathbf m'
=(A\,\mathbf m\times\mathbf m')' .
\tag{10}
$$

This is the derivative of a periodic function. Its integral vanishes, as global invariance requires, but the torque at a point in general does not. If $A$ is constant and $\mathbf m$ keeps its length while turning in one plane at a uniform rate, the product $\mathbf m\times\mathbf m'$ is constant and the local torque is zero as well; this gradient term exerts torque where the flow $A\,\mathbf m\times\mathbf m'$ changes along the ring.

Now let the energy contain the gradient of the length alone:

$$
E_2=\tfrac12\int A\,(|\mathbf m|')^2\,dx .
$$

With $\delta|\mathbf m|=\hat{\mathbf m}\cdot\delta\mathbf m$, the same integration by parts gives $\mathbf b=-(A|\mathbf m|')'\,\hat{\mathbf m}$. The field is parallel to $\mathbf m$, and the torque is zero wherever $\mathbf m\neq0$. A generalized gradient approximation built from $n$, $|\mathbf m|$, $\nabla n$ and $\nabla|\mathbf m|$ is invariant under local rotations for the same reason, so gradients as such do not bring a local torque. The functional must respond to changes in the direction of $\mathbf m$.

A ring of length 1 nm gives an idea of the contrast. Let $k$ be $2\pi$ per nm, $A=0.01\,(1+0.3\cos kx)$ eV nm³ and

$$
\mathbf m=(\cos kx,\ \sin kx+0.3\cos2kx,\ 0.4+0.3\cos kx)\ \text{nm}^{-1}.
$$

On a uniform grid of 49 points, with $\mathbf b$ found by finite differences of the energy, $E_1$ gives a torque density of up to $0.64$ eV/nm at the grid points (the maximum of (10) lies between them and is $0.65$ eV/nm) and an integral of about $10^{-12}$ eV. For $E_2$ the largest torque density is $10^{-7}$ eV/nm, which is numerical error, since the derivation gives zero.

The triangle shows what a locally parallel field misses. Splitting the exact $\mathbf b_{xc}$ into parts along and across $\mathbf m$ gives:

| Site | Along $\mathbf m$ (eV) | Across $\mathbf m$ (meV) |
|---|---|---|
| 1 | −0.853 | 1.64 |
| 2 | −0.744 | 1.90 |
| 3 | −0.757 | 2.55 |

The part across $\mathbf m$ produces the torque. On site 3 the spin has length $|\mathbf m_3|=\sqrt{0.4836^2+0.7075^2+0.2379^2}=0.889$, and $2.55\times0.889=2.27$ meV, as found before. The largest ratio of the two parts is $2.55/757=0.0034$, so in this model the exact field lies within $0.2^\circ$ of the spin axis. Divided by $\mu_B$, the same $2.55$ meV is a field of 44 T.

If the across part is deleted while the external fields, the Kohn-Sham potentials and the along part are held fixed, the noninteracting spins turn by $0.06^\circ$, $0.09^\circ$ and $0.10^\circ$. These angles measure the direct effect of the missing part. They are not the error of a self-consistent LSDA calculation, in which the along part would change too.

A zero pointwise torque does not make LSDA useless for current-induced torques. Suppose that a current adds a small spin density $\delta\mathbf m$ to an equilibrium $\mathbf m$, and that the field responds by $\delta\mathbf b_{xc}$. Since the LSDA torque is zero both before and after,

$$
0=(\mathbf b_{xc}+\delta\mathbf b_{xc})\times(\mathbf m+\delta\mathbf m)-\mathbf b_{xc}\times\mathbf m
\approx\mathbf b_{xc}\times\delta\mathbf m+\delta\mathbf b_{xc}\times\mathbf m
$$

to first order. The term $\mathbf b_{xc}\times\delta\mathbf m$ is the torque of the unperturbed field on the added spins, and it need not vanish. The second term is the opposite torque on the equilibrium spin density. In LSDA this balance holds at each point. For a functional that is invariant under global rotations alone, the same expansion of the integrated torque makes it hold for the whole system. A calculation that keeps $\mathbf b_{xc}$ frozen obtains the first term and must assign the reaction to the magnetization.

The parameters of the triangle are rough scales for a metal with noncollinear 3d moments, such as the antiferromagnet Mn₃Sn, in which manganese moments form triangles with neighbours roughly $0.28$ nm apart. The model is not a calculation of that material. Its site fields are unequal and do not lie in one plane, whereas the moments of Mn₃Sn lie almost in one plane at $120^\circ$ to each other. For equal potentials and equal coplanar fields at $120^\circ$ the model gives no site torques at all: each torque points along the normal to the plane, threefold symmetry makes the three equal, and their sum is zero. Noncollinear spins are thus needed for a local torque but do not guarantee one. It has one orbital per site and spins of length about $0.9$, whereas a manganese atom there carries a moment of roughly 3 $\mu_B$ from several d orbitals. The site fields of $0.3$ to $0.5$ eV stand for exchange with electrons outside the model; as laboratory fields they would amount to thousands of tesla. In a calculation of the whole system this exchange would be part of $\mathbf b_{xc}$, and its torques $\mathbf b_i\times\mathbf m_i$, about $40$ meV on each site here, would add to those found above. The torques of a few meV therefore illustrate the theorem and do not predict values for Mn₃Sn.

Some neglected effects can be sized with the same fields and hopping. A repulsion of $0.5$ eV between electrons on different sites is invariant under spin rotations. It lowers the site torques to $1.33$, $1.45$ and $1.95$ meV, a drop of 11 to 15 per cent, and their sum remains zero. At 300 K the thermal energy is 26 meV, while the first excited state lies $0.61$ eV above the ground state, so its Boltzmann weight relative to the ground state is $6\times10^{-11}$. This holds for fixed site fields. In a magnet the fields turn with the moments, and the model leaves out such collective motion. The dipolar energy scale $\mu_0\mu_B^2/4\pi a^3$ at $a=0.28$ nm is $0.0024$ meV, about a thousandth of the largest site torque.

The theorem assumes that spin-orbit coupling is absent from the operators that define $E_{xc}$. To size the effect of including it there, add to the hopping from $j$ to $i$ the term $i\lambda\,(\hat{\mathbf z}\times\hat{\mathbf r}_{ij})\cdot\boldsymbol\sigma$, where $\hat{\mathbf z}$ is normal to the triangle, $\hat{\mathbf r}_{ij}$ points from $i$ to $j$, and $\lambda=0.03$ eV is a rough 3d scale. Seen from the centre of the triangle, sites 1, 2 and 3 lie at azimuths $90^\circ$, $210^\circ$ and $330^\circ$. If the term is present in both the interacting and the noninteracting kinetic operators, so that it enters the definition of $E_{xc}$, the summed torque becomes $0.36$ meV. That is 16 per cent of the largest site torque found without the term. The value depends on how the triangle is turned relative to the site fields. If instead $E_{xc}$ is a spin-rotation-invariant functional, such as LSDA, and spin-orbit coupling is added to the Kohn-Sham Hamiltonian alone, the integrated exchange-correlation torque remains zero. Any net torque on the total spin then comes from the spin-orbit term and from external fields.
